**Van Hove singularities of a scalar phonon branch, tested against computed densities of states**

Near a nondegenerate stationary point with frequency ω_c > 0, the density of states has a square-root term of size C = Ω/(√2 π² √D) in three dimensions. In two dimensions it has a step Ω/(2π√D) at an extremum and a term −A ln|ω − ω_c| with A = Ω/(2π²√D) at a saddle. Here Ω is the cell volume or area and D is the absolute determinant of the Hessian of ω(q). The program builds the density of a spring model from an elliptic integral and a quadrature, and asserts that its moments agree with direct Brillouin-zone averages. It then asserts the size, sign and side of each three-dimensional singularity, and the steps and logarithmic slopes of the single layer. It also asserts the acoustic laws at low frequency and the −1/4 exponent at a maximum with a singular Hessian. The output shows eight stationary points at six frequencies, with amplitudes from the density within about 0.02 percent of the Hessian formula.

## Check in Python

```python
"""Van Hove singularities of one smooth phonon branch omega(q), cell volume 1.

Result under test, with W = omega - omega_c, D = |det Hessian of omega|:
  3D: square-root term of size C sqrt|W|, C = 1/(sqrt(2) pi^2 sqrt(D));
      index 0: +C above, 1: -C below, 2: -C above, 3: +C below omega_c
      (index = number of negative Hessian eigenvalues).
  2D: extrema give steps 1/(2 pi sqrt(D)); saddles give
      -A ln|W| with A = 1/(2 pi^2 sqrt(D)).
Model: one scalar displacement per cell, harmonic springs, on-site spring.
omega^2 = onsite + sum over bonds of 2 (K/M) (1 - cos(phase)).
Frequencies are hbar*omega in mEh; wavevectors are phases per cell.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import root
from scipy.special import ellipkm1

mass = 50000.0                      # electron masses
spring_site, spring_xy = 0.05, 0.05  # Eh / bohr^2
spring_diag, spring_z = 0.0125, 0.025
to_meh2 = 1.0e6 / mass              # K/M in Eh^2 -> mEh^2
onsite = spring_site * to_meh2
k = spring_xy * to_meh2
kd = spring_diag * to_meh2
kz = spring_z * to_meh2
thz = physical_constants["hartree-hertz relationship"][0] * 1e-15


def omega_squared(q):
    value = onsite + 2*k*(2 - np.cos(q[0]) - np.cos(q[1]))
    value = value + 2*kd*(1 - np.cos(q[0] + q[1]))
    if len(q) == 3:
        value = value + 2*kz*(1 - np.cos(q[2]))
    return value


def gradient_squared(q):
    diagonal = kd*np.sin(q[0] + q[1])
    return 2*np.array([k*np.sin(q[0]) + diagonal,
                       k*np.sin(q[1]) + diagonal, kz*np.sin(q[2])])


def hessian_squared(q):
    """Second derivatives of omega^2."""
    dim = len(q)
    h = np.zeros((dim, dim))
    h[:2, :2] = 2*kd*np.cos(q[0] + q[1])
    h[0, 0] += 2*k*np.cos(q[0])
    h[1, 1] += 2*k*np.cos(q[1])
    if dim == 3:
        h[2, 2] = 2*kz*np.cos(q[2])
    return h


def finite_difference_hessian(q, step=1e-3):
    dim = len(q)
    shifts = step*np.eye(dim)
    def f(p):
        return np.sqrt(omega_squared(p))
    h = np.zeros((dim, dim))
    for i in range(dim):
        for j in range(dim):
            a, b = shifts[i], shifts[j]
            h[i, j] = (f(q+a+b) - f(q+a-b) - f(q-a+b) + f(q-a-b))/(4*step**2)
    return h


# Double-exponential quadrature on (0, 1), suited to endpoint singularities.
t_nodes = np.arange(-82, 83)*0.04
unit_nodes = 1/(1 + np.exp(-np.pi*np.sinh(t_nodes)))
unit_weights = (0.04*np.pi*np.cosh(t_nodes)*unit_nodes
                / (1 + np.exp(np.pi*np.sinh(t_nodes))))


def layer_density(excess, diag=kd):
    """Layer density in omega^2; excess = omega^2 - onsite; diag <= k/2."""
    excess = np.asarray(excess, dtype=float)
    inside = (excess > 0) & (excess < 8*k)
    e = np.clip(excess, 0, 8*k) - 4*k - 4*diag
    s = np.sqrt(np.maximum(k*k - e*diag, 1e-300))
    upper = (16*k*k - 8*e*diag + 16*k*s)/(32*diag**2)
    lower = e*e/(16*diag**2*upper)
    gap = k*s/diag**2
    complement = np.clip(lower*(upper - 1)/gap, 1e-300, 1.0)
    value = ellipkm1(complement)/(2*np.pi**2*diag*np.sqrt(gap))
    return np.where(inside, value, 0.0)


def crystal_density(excess):
    """3D density in omega^2: layer density averaged over q_z."""
    cuts = [0.0, np.pi]
    for special in (0.0, 4*k + 4*kd, 8*k):
        ratio = (excess - special)/(4*kz)
        if 0 < ratio < 1:
            cuts.append(2*np.arcsin(np.sqrt(ratio)))
    cuts.sort()
    total = 0.0
    for a, b in zip(cuts[:-1], cuts[1:]):
        z = a + (b - a)*unit_nodes
        values = layer_density(excess - 4*kz*np.sin(z/2)**2)
        total += (b - a)*np.dot(unit_weights, values)
    return total/np.pi


def g2(w):
    return 2*w*float(layer_density(w*w - onsite))


def g3(w):
    return 2*w*crystal_density(w*w - onsite)


def critical_groups(dim):
    """Group stationary points by frequency: omega, index, D, count."""
    groups = {}
    for corner in itertools.product((0.0, np.pi), repeat=dim):
        q = np.array(corner)
        w = np.sqrt(omega_squared(q))
        h = hessian_squared(q)/(2*w)
        assert np.allclose(h, finite_difference_hessian(q), atol=1e-5)
        index = int(np.sum(np.linalg.eigvalsh(h) < 0))
        groups.setdefault(round(w, 8), []).append(
            (w, index, abs(np.linalg.det(h))))
    result = []
    for key in sorted(groups):
        members = groups[key]
        assert len({m[1] for m in members}) == 1
        result.append((members[0][0], members[0][1],
                       [m[2] for m in members]))
    return result


# Search for stationary points that are not zone corners.
rng = np.random.default_rng(4)
found = set()
for start in rng.uniform(0, 2*np.pi, (400, 3)):
    sol = root(gradient_squared, start, jac=hessian_squared)
    if np.max(np.abs(gradient_squared(sol.x))) < 1e-9:
        found.add(tuple(np.round(np.cos(sol.x), 5)))
assert len(found) == 8
assert all(abs(abs(c) - 1) < 1e-4 for point in found for c in point)

layer_points, crystal_points = critical_groups(2), critical_groups(3)

# Densities against direct Brillouin-zone averages of powers of omega^2.
phases = (np.arange(24) + 0.5)*2*np.pi/24
worst = {}
for dim, density, points in ((2, g2, layer_points), (3, g3, crystal_points)):
    zone = omega_squared(np.meshgrid(*([phases]*dim), indexing="ij"))
    moments = np.zeros(7)
    edges = [p[0] for p in points]
    for a, b in zip(edges[:-1], edges[1:]):
        w = a + (b - a)*unit_nodes
        values = np.array([density(x) for x in w])
        for n in range(7):
            moments[n] += (b-a)*np.dot(unit_weights, values*w**(2*n))
    exact = np.array([np.mean(zone**n) for n in range(7)])
    worst[dim] = np.max(np.abs(moments/exact - 1))
    assert worst[dim] < 1e-7

print("mass (m_e):", mass)
print("springs site, xy, diagonal, z (Eh/bohr^2):",
      spring_site, spring_xy, spring_diag, spring_z)
print(f"K/M for site, xy, diagonal, z (mEh^2): {onsite:.4f} {k:.4f} "
      f"{kd:.4f} {kz:.4f}")
print("distinct stationary points found in 3D:", len(found))
print(f"largest relative moment error 2D, 3D: {worst[2]:.1e} {worst[3]:.1e}")

# Three dimensions: amplitude from second difference, side from one-sided.
print("3D: omega_c in mEh; D in mEh^3 per point; C in mEh^(-3/2), summed")
delta, tiny = 1e-4, 1e-6
for w, index, dets in crystal_points:
    c = sum(1/(np.sqrt(2)*np.pi**2*np.sqrt(d)) for d in dets)
    sign = 1 if index in (0, 3) else -1
    centre = g3(w)
    measured = (g3(w+delta) + g3(w-delta) - 2*centre)/np.sqrt(delta)
    assert abs(measured/(sign*c) - 1) < 2e-3
    side = 1 if index in (0, 2) else -1
    singular = (g3(w + side*tiny) - centre)/(sign*c*np.sqrt(tiny))
    regular = (g3(w - side*tiny) - centre)/(c*np.sqrt(tiny))
    assert abs(singular - 1) < 0.05 and abs(regular) < 0.05
    print(f" omega_c {w:.5f} ({w*thz:.3f} THz) index {index} points "
          f"{len(dets)} D {dets[0]:.5f}")
    print(f"   signed C formula {sign*c:.5f}, from density {measured:.5f}; "
          f"g(omega_c) {abs(centre):.5f} /mEh")

ordinary = (g3(2+delta) + g3(2-delta) - 2*g3(2.0))/np.sqrt(delta)
assert abs(ordinary) < 1e-5
print(f"same second difference at regular 2 mEh: {ordinary:.1e} mEh^(-3/2)")

w, index, dets = crystal_points[2]
c = sum(1/(np.sqrt(2)*np.pi**2*np.sqrt(d)) for d in dets)
print(f"change of g (1/mEh) next to the saddles at {w:.5f} mEh:")
for d in (0.01, 0.001):
    print(f" distance {d} mEh: below {g3(w-d)-g3(w):.6f}, "
          f"law {-c*np.sqrt(d):.6f}, above {g3(w+d)-g3(w):.6f}")

# Two dimensions: steps and logarithm.
print("2D: omega_c in mEh; D in mEh^2 per point; step and A in 1/mEh")
for w, index, dets in layer_points:
    print(f" omega_c {w:.5f} ({w*thz:.3f} THz) index {index} points "
          f"{len(dets)} D {dets[0]:.5f}")
    if index in (0, 2):
        side = 1 if index == 0 else -1
        step = sum(1/(2*np.pi*np.sqrt(d)) for d in dets)
        measured = g2(w + side*tiny) - g2(w - side*tiny)
        assert abs(measured/step - 1) < 1e-4
        print(f"   step formula {step:.5f}, from density {measured:.5f}")
    else:
        a = sum(1/(2*np.pi**2*np.sqrt(d)) for d in dets)
        slopes = [(g2(w+s*tiny) - g2(w+10*s*tiny))/np.log(10)
                  for s in (-1, 1)]
        assert max(abs(x/a - 1) for x in slopes) < 1e-3
        assert abs(g2(w+tiny) - g2(w-tiny)) < 1e-3
        print(f"   summed A formula {a:.5f}, from density below "
              f"{slopes[0]:.5f}, above {slopes[1]:.5f}")
        for d in (1e-2, 1e-4, 1e-6):
            print(f"   distance {d:.0e} mEh: g below {g2(w-d):.5f}, "
                  f"above {g2(w+d):.5f} /mEh")

# Acoustic bottom: remove the on-site spring, so omega^2 equals the excess.
small = 0.01
speeds3 = np.sqrt(np.linalg.det(hessian_squared(np.zeros(3)))/8)
speeds2 = np.sqrt(np.linalg.det(hessian_squared(np.zeros(2)))/4)
acoustic3 = 2*small*crystal_density(small**2)/small**2
acoustic2 = 2*small*float(layer_density(small**2))/small
law3, law2 = 1/(2*np.pi**2*speeds3), 1/(2*np.pi*speeds2)
assert abs(acoustic3/law3 - 1) < 1e-3 and abs(acoustic2/law2 - 1) < 1e-3
print(f"acoustic case, no on-site spring, at {small} mEh:")
print(f" 3D g/omega^2: {acoustic3:.6f}, law {law3:.6f} mEh^-3")
print(f" 2D g/omega: {acoustic2:.6f}, law {law2:.6f} mEh^-2")

# Diagonal spring k/2 makes the layer maximum degenerate: |W|^(-1/4) law.
near = float(layer_density(8*k - 1e-6, k/2))
far = float(layer_density(8*k - 16e-6, k/2))
exponent = np.log(near/far)/np.log(1/16)
assert abs(exponent + 0.25) < 5e-3
top = np.array([np.pi, np.pi])
degenerate = hessian_squared(top) + 2*(k/2 - kd)*np.ones((2, 2))
assert abs(np.linalg.det(degenerate)) < 1e-9
print(f"degenerate 2D maximum, diagonal K/M {k/2:.4f} mEh^2: "
      f"exponent {exponent:.4f}")
print("checks complete")
```

Output:

```
mass (m_e): 50000.0
springs site, xy, diagonal, z (Eh/bohr^2): 0.05 0.05 0.0125 0.025
K/M for site, xy, diagonal, z (mEh^2): 1.0000 1.0000 0.2500 0.5000
distinct stationary points found in 3D: 8
largest relative moment error 2D, 3D: 1.8e-15 1.6e-14
3D: omega_c in mEh; D in mEh^3 per point; C in mEh^(-3/2), summed
 omega_c 1.00000 (6.580 THz) index 0 points 1 D 0.75000
   signed C formula 0.08273, from density 0.08274; g(omega_c) 0.00000 /mEh
 omega_c 1.73205 (11.396 THz) index 1 points 1 D 0.14434
   signed C formula -0.18858, from density -0.18857; g(omega_c) 0.25787 /mEh
 omega_c 2.44949 (16.117 THz) index 1 points 2 D 0.03402
   signed C formula -0.77686, from density -0.77677; g(omega_c) 0.85394 /mEh
 omega_c 2.82843 (18.610 THz) index 2 points 2 D 0.02210
   signed C formula -0.96393, from density -0.96395; g(omega_c) 1.05007 /mEh
 omega_c 3.00000 (19.739 THz) index 2 points 1 D 0.00926
   signed C formula -0.74456, from density -0.74461; g(omega_c) 0.76303 /mEh
 omega_c 3.31662 (21.822 THz) index 3 points 1 D 0.00685
   signed C formula 0.86549, from density 0.86551; g(omega_c) 0.00000 /mEh
same second difference at regular 2 mEh: 8.3e-07 mEh^(-3/2)
change of g (1/mEh) next to the saddles at 2.44949 mEh:
 distance 0.01 mEh: below -0.081002, law -0.077686, above 0.004213
 distance 0.001 mEh: below -0.024958, law -0.024567, above 0.000420
2D: omega_c in mEh; D in mEh^2 per point; step and A in 1/mEh
 omega_c 1.00000 (6.580 THz) index 0 points 1 D 1.50000
   step formula 0.12995, from density 0.12995
 omega_c 2.44949 (16.117 THz) index 1 points 2 D 0.16667
   summed A formula 0.24819, from density below 0.24819, above 0.24818
   distance 1e-02 mEh: g below 1.43567, above 1.45388 /mEh
   distance 1e-04 mEh: g below 2.58745, above 2.58779 /mEh
   distance 1e-06 mEh: g below 3.73055, above 3.73056 /mEh
 omega_c 3.00000 (19.739 THz) index 2 points 1 D 0.05556
   step formula 0.67524, from density 0.67524
acoustic case, no on-site spring, at 0.01 mEh:
 3D g/omega^2: 0.058499, law 0.058498 mEh^-3
 2D g/omega: 0.129951, law 0.129949 mEh^-2
degenerate 2D maximum, diagonal K/M 0.5000 mEh^2: exponent -0.2497
checks complete
```
